# Hole masses and polarized optical transitions in a quantum well

## Problem

A cubic semiconductor well of width \(L\) is grown along \(z=[001]\) and closed by hard walls. Near the top of the valence band the states form a quartet with angular momentum \(J=3/2\). The split-off states with \(J=1/2\) are taken to be far away. Hole energy is counted positive going down into the valence band. In Hartree atomic units the Luttinger Hamiltonian is

\[
H=\tfrac12\Big[\big(\gamma_1+\tfrac52\gamma_2\big)\mathbf k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big],
\]

with \(\{A,B\}=(AB+BA)/2\). In the well \(k_z=-i\,d/dz\), while the in-plane wavevector, of magnitude \(q=\sqrt{k_x^2+k_y^2}\), remains a number. States with \(m_J=\pm3/2\) are called heavy and those with \(m_J=\pm1/2\) light. Assume \(\gamma_2>0\) and \(\gamma_1>2\gamma_2\).

1. Keep the diagonal elements of \(H\) only. Find the masses of both kinds of hole along \(z\) and in the plane, and compare their order.
2. Restore the off-diagonal elements. How do they change the in-plane masses of the first heavy and first light subbands at small \(q\)?
3. At \(q=0\), find the relative strengths of the transitions from the heavy and light subbands to an \(s\)-like conduction subband, for light polarized in the plane and along \(z\).

For numbers use the model \(\gamma_1=5\), \(\gamma_2=\gamma_3=1\), \(L=40\) bohr.

## Hints

**For 1.** The diagonal elements of \(J_x^2\) and \(J_y^2\) are equal, and \(J_x^2+J_y^2+J_z^2=15/4\).

**For 2.** Sort the off-diagonal elements by their power of \(q\). An energy shift of order \(q^2\) changes the mass. The operator \(k_z\) connects envelopes of opposite parity.

**For 3.** Write the quartet in terms of the orbitals \(X,Y,Z\) and spin. Add squared amplitudes over both spin partners.

## Solution

### 1. Diagonal masses

The operator \(J_x^2-J_y^2\) changes \(m_J\) by two, so it has no diagonal element. Hence

\[
\langle J_x^2\rangle=\langle J_y^2\rangle=\tfrac12\big(\tfrac{15}{4}-m_J^2\big).
\]

This is \(3/4\) for heavy states, where \(J_z^2=9/4\), and \(7/4\) for light states, where \(J_z^2=1/4\). The products \(\{J_i,J_j\}\) with \(i\ne j\) change \(m_J\) by one or two and drop out of the diagonal. For heavy states the coefficients of \(k_z^2/2\) and \(q^2/2\) are

\[
\gamma_1+\tfrac52\gamma_2-\tfrac92\gamma_2=\gamma_1-2\gamma_2,\qquad
\gamma_1+\tfrac52\gamma_2-\tfrac32\gamma_2=\gamma_1+\gamma_2 .
\]

For light states they are

\[
\gamma_1+\tfrac52\gamma_2-\tfrac12\gamma_2=\gamma_1+2\gamma_2,\qquad
\gamma_1+\tfrac52\gamma_2-\tfrac72\gamma_2=\gamma_1-\gamma_2 .
\]

A kinetic energy \(k^2/(2M)\) has coefficient \(1/M\), so these are inverse masses. In the model the heavy mass is \(1/3=0.333\) along \(z\) and \(1/6=0.167\) in the plane. The light mass is \(1/7=0.143\) along \(z\) and \(1/4=0.250\) in the plane, all in electron masses. The state that is heavier along \(z\) is the lighter one in the plane: this is the mass reversal. It disappears at \(\gamma_2=0\), where the two kinds have equal masses.

The growth-axis masses set the confinement energies. With envelopes \(\sqrt{2/L}\sin(n\pi z/L)\),

\[
E_n^{h}=\frac{(\gamma_1-2\gamma_2)\pi^2n^2}{2L^2},\qquad
E_n^{l}=\frac{(\gamma_1+2\gamma_2)\pi^2n^2}{2L^2}.
\]

The first heavy level lies at 0.00925 hartree and the first light level at 0.02159 hartree. Their splitting is 0.01234 hartree, or 0.336 eV. The four-state model requires the split-off energy to be much larger than these hole energies. The first light level is 0.59 eV, so for split-off gaps below about 1 eV the condition is not met at this width: keeping the split-off pair at 0.34 eV in the same well lowers the light level to 0.0155 hartree. The numbers below describe the four-state model, which applies to real materials only in wider wells, where the levels fall as \(1/L^2\).

### 2. Coupling between subbands

The terms with one factor \(k_z\) are \(-2\gamma_3k_z(k_x\{J_x,J_z\}+k_y\{J_y,J_z\})\). Since \(J_z\) is diagonal,

\[
\langle\tfrac32|\{J_x,J_z\}|\tfrac12\rangle
=\tfrac12\big(\tfrac32+\tfrac12\big)\langle\tfrac32|J_x|\tfrac12\rangle=\tfrac{\sqrt3}{2}.
\]

For \(J_y\) the result is \(-i\sqrt3/2\). The coupling is therefore \(-\sqrt3\,\gamma_3(k_x-ik_y)k_z\), of size \(\sqrt3\gamma_3q\) times a matrix element of \(k_z\). Between \(m_J=1/2\) and \(-1/2\) the factor \((m+m')/2\) vanishes, so each heavy state is linked to one light partner by this term.

The remaining off-diagonal terms change \(m_J\) by two and are proportional to \(q^2\). As long as the levels they connect are not degenerate, they shift the energy at order \(q^4\) and leave the mass at \(q=0\) unchanged.

The envelope matrix element for even \(m\) is

\[
\begin{aligned}
\langle m|\tfrac{d}{dz}|1\rangle
&=\frac{2\pi}{L^2}\int_0^L\sin\frac{m\pi z}{L}\cos\frac{\pi z}{L}\,dz\\
&=\frac1L\int_0^\pi[\sin(m+1)\theta+\sin(m-1)\theta]\,d\theta\\
&=\frac1L\Big[\frac{2}{m+1}+\frac{2}{m-1}\Big]=\frac{4m}{L(m^2-1)} .
\end{aligned}
\]

For odd \(m\) it vanishes. Second-order perturbation theory shifts the first heavy level by

\[
\Delta E=-\sum_{m=2,4,\dots}
\frac{3\gamma_3^2q^2\,16m^2/[L^2(m^2-1)^2]}
{(\pi^2/2L^2)\,[(\gamma_1+2\gamma_2)m^2-(\gamma_1-2\gamma_2)]}.
\]

The factors \(L^2\) cancel: a narrower well has wider level gaps, but its coupling grows too. Writing the total \(q\)-dependent energy as \(q^2/(2M_h)\) multiplies the coefficient of \(q^2\) by two:

\[
\frac1{M_h}=\gamma_1+\gamma_2-\frac{192\gamma_3^2}{\pi^2}
\sum_{m=2,4,\dots}\frac{m^2}{(m^2-1)^2[(\gamma_1+2\gamma_2)m^2-(\gamma_1-2\gamma_2)]}.
\]

For the first light subband the roles of the two level ladders are exchanged, which amounts to \(\gamma_2\to-\gamma_2\):

\[
\frac1{M_l}=\gamma_1-\gamma_2-\frac{192\gamma_3^2}{\pi^2}
\sum_{m=2,4,\dots}\frac{m^2}{(m^2-1)^2[(\gamma_1-2\gamma_2)m^2-(\gamma_1+2\gamma_2)]}.
\]

In the model the prefactor is \(192/\pi^2=19.45\). The \(m=2\) terms give

\[
19.45\times\frac{4/9}{28-3}=0.346,\qquad
19.45\times\frac{4/9}{12-7}=1.73 .
\]

They supply most of the corrections. The full sums give \(1/M_h=5.638\) instead of 6, and \(1/M_l=2.228\) instead of 4. The masses become 0.177 and 0.449. The reversal survives here, but the diagonal estimate of the light mass is 44% below the coupled value. Diagonalizing the full four-component well at small \(q\) gives the same inverse masses to the four decimals printed in the numerical output.

The light mass is the more sensitive because its nearest partner, the second heavy level at 0.03701 hartree, is relatively close. The formula fails when the first light level meets an even heavy level, that is, when \((\gamma_1-2\gamma_2)m^2=\gamma_1+2\gamma_2\) for an even \(m\). For \(m=2\) this happens at \(3\gamma_1=10\gamma_2\). Mass reversal is thus guaranteed only in the diagonal approximation; with the coupling included it must be checked for each set of parameters.

### 3. Optical strengths

The orbital states with unit angular momentum are \(|1,1\rangle=-(X+iY)/\sqrt2\) and \(|1,0\rangle=Z\). The top quartet state is

\[
|\tfrac32,\tfrac32\rangle=-\tfrac1{\sqrt2}(X+iY)\!\uparrow .
\]

Applying the lowering operator to both sides gives \(\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,Z\!\uparrow-\tfrac1{\sqrt2}(X+iY)\!\downarrow\), so

\[
|\tfrac32,\tfrac12\rangle=\tfrac1{\sqrt6}\big[2Z\!\uparrow-(X+iY)\!\downarrow\big].
\]

The partners with negative \(m_J\) follow by time reversal and have the same spin-summed strengths.

By cubic symmetry \(\langle S|p_x|X\rangle=\langle S|p_y|Y\rangle=\langle S|p_z|Z\rangle=P\), and the mixed elements vanish. The light does not flip the spin. For equal subband index the hard-wall envelopes of electron and hole coincide, so their overlap is one. Adding both partners gives:

- **in-plane light:** heavy \(2\times\frac12|P|^2=|P|^2\); light \(2\times\frac16|P|^2=\frac13|P|^2\);
- **light along \(z\):** heavy \(0\); light \(2\times\frac46|P|^2=\frac43|P|^2\).

In the common unit \(|P|^2/3\), the heavy-to-light strengths are \(3:1\) in the plane and \(0:4\) along the growth axis. The zero has a simple origin: the heavy state contains no \(Z\) orbital.

For polarization at angle \(\theta\) from \(z\), the \(X,Y\) and \(Z\) parts of a light state lead to opposite final spins and do not interfere. The strengths are \(3\sin^2\theta\) for heavy and \(\sin^2\theta+4\cos^2\theta=1+3\cos^2\theta\) for light. Their sum is 4 at every angle, so confinement redistributes a fixed quartet strength between the two transitions.

These ratios hold at \(q=0\) with the split-off states far away. Confinement mixes the light state with the split-off state even at \(q=0\) and drains its \(Z\) content. In the 40 bohr well a six-band treatment gives \(3:2.7\) in the plane and \(0:0.7\) along \(z\) for a split-off gap of 0.34 eV, and \(3:1.9\) and \(0:2.3\) for 0.9 eV; the light in-plane inverse mass becomes 5.0 and 3.4 instead of 2.2. At finite \(q\) the off-diagonal terms of part 2 mix heavy and light states and the ratios change. Unequal envelope overlaps, as with finite barriers, rescale the nonzero strengths and so change the \(3:1\) ratio, but at \(q=0\) the heavy strength along \(z\) stays zero.

## Variation 1: a nearly degenerate pair

*Take \(\gamma_1=7\), \(\gamma_2=2\), \(\gamma_3=3\). Does the mass reversal survive the coupling?*

The diagonal inverse masses, 9 for heavy and 5 for light, show the reversal. In units of \(\pi^2/(2L^2)\), however, the first light level lies at \(7+4=11\) and the second heavy level at \(4(7-4)=12\). The \(m=2\) term for the light subband is

\[
\frac{192\times9}{\pi^2}\times\frac{4/9}{12-11}=77.8,
\]

which overwhelms the diagonal value 5. The full sums give \(1/M_h=7.009\) and \(1/M_l=-73.2\). The heavy hole still has an ordinary positive mass, 0.143, but the light mass is \(-0.0137\): the light-hole energy at first falls as \(q\) grows. A comparison of two positive masses is no longer possible, although the order \(1/M_h>1/M_l\) is kept. The reversal is lost on the other side of the degeneracy, just past \(3\gamma_1=10\gamma_2\), where the second heavy level lies below the first light level and pushes it up: \(\gamma_1=6\), \(\gamma_2=2\), \(\gamma_3=3\) gives \(1/M_h=5.85\) and \(1/M_l=42.2\).

This curvature holds over a small range of \(q\). For two levels with coupling \(v\) and gap \(g\), the shift is \(-v^2/g+v^4/g^3\) to fourth order, so the relative correction is \(v^2/g^2=77.8\,(qL/\pi)^2\). At \(q=0.002\,\pi/L\), where the diagonalization was made, it is \(3.1\times10^{-4}\). It changes the inverse mass by about \(77.8\times3.1\times10^{-4}=0.024\), which accounts for the difference between the printed values \(-73.233\) and \(-73.209\).

## Variation 2: exciton peaks

*Return to the first model, with electron mass 0.1 and dielectric constant \(\varepsilon=10\). Is the ratio of the in-plane exciton peaks still 3?*

An exciton superposes pair states of different \(q\). If the transition element is nearly constant over these \(q\), the amplitudes add up to the relative wavefunction at zero separation, and the strength gains a factor \(|\phi(0)|^2\). In the strictly two-dimensional limit, insert \(\phi=Ne^{-\kappa r}\) into

\[
-\frac1{2\mu}\nabla^2\phi-\frac{1}{\varepsilon r}\phi=E\phi,
\qquad \nabla^2\phi=\Big(\kappa^2-\frac{\kappa}{r}\Big)\phi .
\]

The \(1/r\) terms cancel for \(\kappa=2\mu/\varepsilon\), leaving \(E=-\kappa^2/(2\mu)=-2\mu/\varepsilon^2\). Normalization requires \(2\pi N^2\int_0^\infty re^{-2\kappa r}dr=\pi N^2/(2\kappa^2)=1\), hence

\[
|\phi(0)|^2=N^2=\frac{2\kappa^2}{\pi}=\frac{8\mu^2}{\pi\varepsilon^2}.
\]

With diagonal masses, \(1/\mu_h=10+6=16\) and \(1/\mu_l=10+4=14\). The binding energies are 0.00125 hartree (34.0 meV) for the heavy exciton and 0.00143 hartree (38.9 meV) for the light one. The peak ratio is

\[
3\Big(\frac{\mu_h}{\mu_l}\Big)^2=3\Big(\frac{14}{16}\Big)^2=2.30 .
\]

The mass reversal makes the light exciton the more compact one and so lowers the ratio below 3. Inserting the coupled masses of part 2 into the same formula gives 1.83, but this overstates the drop. The same coupling makes the bands nonparabolic and reduces the transition element with growing \(q\), more for the light state (to 0.87 of its \(q=0\) value at \(qL/\pi=0.8\), against 0.93 for the heavy one). About a quarter of the two-dimensional contact amplitude of the light exciton comes from still larger \(q\). For light along \(z\) the heavy peak remains zero while the heavy states are unmixed.

These are estimates. The decay lengths \(1/\kappa\), 80 and 70 bohr, are only about twice the well width, so finite thickness matters: averaging the Coulomb attraction over the hard-wall envelopes lowers the binding energies to 26 and 29 meV and raises the peak ratios from 2.30 to 2.42 (diagonal masses) and from 1.83 to 2.03 (coupled masses). The heavy-light splitting is roughly nine times the binding energies, which limits the mixing of the two bound states. It also puts the light exciton inside the continuum of unbound heavy-hole pairs, and coupling to them can broaden its peak. Nonparabolic bands and electron-hole exchange are also left out.

## Computed results

```
Main model: g1, g2, g3 = 5.0 1.0 1.0 (dimensionless)
Well width = 40.0 bohr = 2.117 nm
Electron mass = 0.10 m_e; eps = 10.0
heavy: growth-axis mass = 0.3333 m_e
heavy: diagonal in-plane mass = 0.1667 m_e
heavy: coupled inverse mass, sum = 5.6378 1/m_e
heavy: same, diagonalization = 5.6378 1/m_e
heavy: coupled in-plane mass = 0.1774 m_e
heavy: first level = 0.009253 hartree
light: growth-axis mass = 0.1429 m_e
light: diagonal in-plane mass = 0.2500 m_e
light: coupled inverse mass, sum = 2.2282 1/m_e
light: same, diagonalization = 2.2282 1/m_e
light: coupled in-plane mass = 0.4488 m_e
light: first level = 0.021590 hartree
heavy: second level = 0.037011 hartree
First light-heavy splitting = 0.012337 hartree = 0.3357 eV
Second model: g1, g2, g3 = 7.0 2.0 3.0 (dimensionless)
heavy: diagonal inverse in-plane mass = 9.0000 1/m_e
heavy: coupled inverse mass, sum = 7.009 1/m_e
heavy: same, diagonalization = 7.009 1/m_e
heavy: coupled in-plane mass = 0.14267 m_e
light: diagonal inverse in-plane mass = 5.0000 1/m_e
light: coupled inverse mass, sum = -73.233 1/m_e
light: same, diagonalization = -73.209 1/m_e
light: coupled in-plane mass = -0.01365 m_e
Strengths in units of |P|^2/3:
heavy: in plane = 3.0000, along z = 0.0000
light: in plane = 1.0000, along z = 4.0000
Main model, 2D excitons with diagonal masses:
heavy: reduced mass = 0.06250 m_e
heavy: decay length = 80.00 bohr
heavy: binding = 0.001250 hartree = 0.03401 eV
heavy: contact density = 9.9472e-05 bohr^-2
light: reduced mass = 0.07143 m_e
light: decay length = 70.00 bohr
light: binding = 0.001429 hartree = 0.03887 eV
light: contact density = 1.2992e-04 bohr^-2
In-plane peak ratio, diagonal masses = 2.2969
heavy: coupled reduced mass = 0.06395 m_e
light: coupled reduced mass = 0.08178 m_e
In-plane peak ratio, coupled masses = 1.8344
```
